# Nuclear shape and the 1s energy of hydrogen-like lead

## Problem

One electron is bound in the 1s state of a lead nucleus, $Z=82$. The nucleus is fixed and spherical, with charge density $Ze\rho(r)$ and $\int\rho\,d^3r=1$. Three shapes are considered, all with root-mean-square (rms) radius $s=\sqrt{\langle r^2\rangle}=5.5$ fm, a rough size for lead:

- uniform: $\rho$ is constant for $r<R$ and zero outside;
- Gaussian: $\rho\propto e^{-3r^2/(2s^2)}$;
- Fermi: $\rho\propto 1/(1+e^{(r-c)/a})$, with a surface thickness of 2.3 fm between 90% and 10% of the central density.

(a) Estimate how much the 1s energies differ. (b) Find the energies from the Dirac equation. (c) Decide which shape binds most strongly, and trace the differences to moments of $\rho$ beyond $\langle r^2\rangle$.

The model omits nuclear recoil, radiative corrections, nuclear polarization and deformation. In the equations $\hbar=c=1$, $m$ is the electron mass and $\alpha$ the fine-structure constant. Energies are quoted in eV and lengths in fm.

**Fixing the shapes.** For the uniform sphere $\langle r^k\rangle=3R^k/(k+3)$. Hence $s^2=3R^2/5$, so $R=\sqrt{5/3}\,s=7.10$ fm, and
$$\langle r^4\rangle_{\rm u}=\frac37R^4=\frac37\cdot\frac{25}{9}s^4=\frac{25}{21}s^4 .$$
For the Gaussian each Cartesian coordinate has variance $s^2/3$, and $\langle r^4\rangle$ is 15 times the square of that variance:
$$\langle r^4\rangle_{\rm G}=\frac{15}{9}s^4=\frac53s^4 .$$
The Fermi density falls from 90% to 10% between $c-a\ln9$ and $c+a\ln9$, so the thickness is $2a\ln9=4a\ln3$ and $a=0.523$ fm. The condition on $s$, solved numerically, gives $c=6.64$ fm. Numerical integration then gives $\langle r^4\rangle_{\rm F}=1172.8$ fm⁴, against 1089.4 fm⁴ for the uniform and 1525.1 fm⁴ for the Gaussian nucleus.

## First estimate by scaling

**Why the rms radius dominates.** Let $n(r)$ be the electron's probability density. If the nuclear density changes by $\delta\rho$, the potential energy changes by
$$\delta V(\mathbf r)=-Z\alpha\int\frac{\delta\rho(r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$
To first order $\delta E=\int n\,\delta V\,d^3r$. Exchanging the order of integration gives
$$\delta E=-Z\alpha\int\delta\rho\,\Phi\,d^3r,\qquad \Phi(\mathbf r)=\int\frac{n(r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$
By Gauss's law $d\Phi/dr=-q(r)/r^2$, where $q(r)$ is the probability of finding the electron inside radius $r$. Define $U(r)=\Phi(0)-\Phi(r)$. The constant $\Phi(0)$ drops out because $\int\delta\rho\,d^3r=0$, and
$$\delta E=Z\alpha\int\delta\rho\,U\,d^3r,\qquad \frac{dU}{dr}=\frac{q(r)}{r^2}. \tag{1}$$
For a constant density $n_0$, $q=4\pi n_0r^3/3$ and $U=2\pi n_0r^2/3$. Then only $\langle r^2\rangle$ matters, and three nuclei of equal $s$ would be degenerate at this order. A difference requires the electron density to vary across the nucleus.

**How fast the density varies.** Write the radial functions of the 1s state (Dirac quantum number $\kappa=-1$) as $P=rg$ and $Q=rf$, with $\int(P^2+Q^2)\,dr=1$, and let $\varepsilon=E-m$. The radial Dirac equations are
$$P'=\frac Pr+(\varepsilon-V+2m)Q,\qquad Q'=-\frac Qr-(\varepsilon-V)P. \tag{2}$$
Inserting $P'=g+rg'$ and $Q'=f+rf'$ and dividing by $r$ gives
$$g'=(\varepsilon-V+2m)f,\qquad f'=-\frac{2f}{r}-(\varepsilon-V)g .$$
Since $4\pi n=g^2+f^2$,
$$4\pi n'=2gg'+2ff'=4mfg-\frac{4f^2}{r}. \tag{3}$$
The terms $\pm2(\varepsilon-V)fg$ have cancelled, so the potential no longer appears explicitly.

Near the centre put $w=\varepsilon-V(0)$ and $g\approx g_0$. The equation for $f$ is equivalent to $(r^2f)'=-(\varepsilon-V)r^2g$, so $r^2f\approx-wg_0r^3/3$ and $f\approx-wg_0r/3$. Equation (3) becomes
$$4\pi n'\approx-\frac43mw\,g_0^2\,r-\frac49w^2g_0^2\,r .$$
Integrating, with $4\pi n_0\approx g_0^2$,
$$n\approx n_0(1-br^2),\qquad b=\frac29w^2+\frac23mw .$$
The mass term is smaller than the other by the factor $3m/w$. The scale of $w$ is $Z\alpha/s$, so this factor is about $3ms/(Z\alpha)$. It is small here, because $s$ is a few fm and $1/m$ is hundreds of fm, while $Z\alpha$ is as large as 0.6. Thus $b\sim\frac29(Z\alpha)^2/s^2$. The factor is 0.07 for lead and larger for light nuclei: about 0.4 for carbon-12 ($s\approx2.5$ fm) and 0.9 for helium-4 ($s\approx1.7$ fm). The mass term dominates only when $Z\alpha<3ms$, which is met by deuterium ($s\approx2.1$ fm, factor 2.2) but not by helium-4 or carbon-12.

**The estimate.** With this density,
$$q=4\pi n_0\left(\frac{r^3}{3}-\frac{br^5}{5}\right),\qquad U=4\pi n_0\left(\frac{r^2}{6}-\frac{br^4}{20}\right).$$
At equal $\langle r^2\rangle$ equation (1) leaves $\delta E=-\frac{\pi}{5}Z\alpha n_0b\,\delta\langle r^4\rangle$. A natural unit for this energy is the response to a change of size,
$$S=\langle r^2\rangle\frac{dE}{d\langle r^2\rangle}\approx\frac{2\pi}{3}Z\alpha n_0s^2 .$$
The ratio of the two is
$$\frac{\delta E}{S}\approx-\frac{3}{10}\,\frac{b\,\delta\langle r^4\rangle}{s^2}\sim-\frac{(Z\alpha)^2}{15}\,\frac{\delta\langle r^4\rangle}{s^4}. \tag{4}$$
With $Z\alpha=0.598$ the prefactor is $0.358/15=0.0239$. Relative to the uniform nucleus, $\delta\langle r^4\rangle/s^4$ is $5/3-25/21=0.476$ for the Gaussian and $83.5/915.1=0.091$ for the Fermi shape. The estimates are
$$\frac{\delta E}{S}\sim-0.011\ \text{(Gaussian)},\qquad \frac{\delta E}{S}\sim-0.0022\ \text{(Fermi)}.$$
Both shapes should bind slightly more strongly than the uniform sphere.

## Solution of the Dirac problem

**Energies.** Equations (2) were integrated numerically in the variable $\ln r$ with a high-order Runge–Kutta method. One solution starts regular near the centre and runs outward; the other starts as the decaying solution far outside and runs inward. The energy is adjusted until $Q/P$ agrees where they meet, at 60 fm. The potential of the Fermi nucleus comes from numerical integration of its charge. For a point nucleus the energy is known in closed form, $\varepsilon=m\left(\sqrt{1-(Z\alpha)^2}-1\right)$. The field shift is the energy relative to that value.

| Nucleus | $\varepsilon$ (eV) | Field shift (eV) |
|---|---:|---:|
| point | −101581.34 | 0 |
| uniform | −101514.06 | 67.3 |
| Fermi | −101514.19 | 67.2 |
| Gaussian | −101514.74 | 66.6 |

The Gaussian nucleus binds most strongly of the three extended ones. It lies 0.68 eV below the uniform nucleus, and the Fermi nucleus lies 0.13 eV below it. The decimals belong to the stated model with $s=5.5$ fm; they are not a prediction for a real lead ion at that accuracy.

**An identity for the difference.** First-order perturbation theory can be replaced by an identity. Join nuclei $A$ and $B$ by $\rho_\lambda=(1-\lambda)\rho_A+\lambda\rho_B$, with $0\le\lambda\le1$. The potential is linear in the charge, so $dV_\lambda/d\lambda=V_B-V_A$. For a normalized eigenstate the change of the state itself contributes $E\,d\langle\psi|\psi\rangle/d\lambda=0$ to $dE/d\lambda$. This is the Hellmann–Feynman theorem, and with (1) it gives
$$E_B-E_A=\int_0^1d\lambda\;Z\alpha\int(\rho_B-\rho_A)\,U_\lambda\,d^3r, \tag{5}$$
where $U_\lambda$ is built from the electron density belonging to $\rho_\lambda$.

**The sign.** The 1s state has $g>0$ without nodes. From $(r^2f)'=-(\varepsilon-V)r^2g$, the function $r^2f$ starts at zero and decreases as long as $\varepsilon>V$. Beyond the classical turning point it increases, but it must approach zero at infinity, so it stays negative. Therefore $f<0$, both terms in (3) are negative, and the electron density falls outward.

Now use $y=r^2$ as the variable. Since $d/dy=(2r)^{-1}d/dr$,
$$\frac{dU}{dy}=\frac{q}{2r^3}=\frac{2\pi}{3}\,\bar n(r),$$
where $\bar n=3q/(4\pi r^3)$ is the mean electron density inside $r$. Because $n$ falls, $\bar n$ falls too, so $U$ is a concave function of $y$.

Let $A$ be the uniform nucleus and $B$ the Gaussian or the Fermi one. Inside $R$, $\rho_B-\rho_A$ is a decreasing function minus a constant and changes sign at most once. Outside $R$ it is positive. There are thus at most two sign changes. One or none is impossible: no change would violate equal norm, and a single change would move net charge outward or inward and alter $\langle r^2\rangle$. The signs are therefore $+,-,+$.

Draw the straight line $L(y)$ that meets $U$ at the two crossings. Equal norm and equal $\langle r^2\rangle$ give $\int(\rho_B-\rho_A)L\,d^3r=0$, so $U$ in (5) may be replaced by $U-L$. A concave function lies above such a line between the crossings and below it outside them. The product $(\rho_B-\rho_A)(U-L)$ is then nowhere positive, and $E_B<E_A$. Within this model, moving charge from intermediate radii both to the centre and to the outside, at fixed $\langle r^2\rangle$, increases the binding. The gain at the centre exceeds the loss outside because the electron density is higher there.

**The size.** A distribution with signs $+,-,+$ relative to another has a larger spread in $r^2$. The spread and skewness are measured by the central moments
$$\mu_2=\langle r^4\rangle-\langle r^2\rangle^2,\qquad \mu_3=\langle r^6\rangle-3\langle r^2\rangle\langle r^4\rangle+2\langle r^2\rangle^3 .$$
Expand $U$ about $y_0=\langle r^2\rangle=s^2$. The constant term vanishes by equal norm and the linear term by equal $\langle r^2\rangle$. Replacing the $\lambda$ integral in (5) by its value at $\lambda=\frac12$ gives
$$E_B-E_A\approx Z\alpha\left[\frac{U''}{2}\,\delta\mu_2+\frac{U'''}{6}\,\delta\mu_3\right]. \tag{6}$$
Primes on $U$ are derivatives with respect to $y$ at $y_0$. In the midpoint rule the term linear in $\lambda-\frac12$ integrates to zero, so its error begins at third order in $\rho_B-\rho_A$.

The derivatives follow from $U'=q/(2r^3)$. With $p=P^2+Q^2=dq/dr$,
$$U''=\frac1{2r}\left(\frac{p}{2r^3}-\frac{3q}{2r^4}\right)=\frac{pr-3q}{4r^5},$$
$$U'''=\frac1{2r}\left[\frac{r\,p'-2p}{4r^5}-\frac{5(pr-3q)}{4r^6}\right]=\frac{r^2p'-7rp+15q}{8r^7}.$$
Here $p'=dp/dr$, and equations (2) give
$$p'=2PP'+2QQ'=\frac{2(P^2-Q^2)}{r}+4mPQ .$$
All quantities are taken at $r=s$ from the numerical 1s state of the nucleus with the average charge density.

For Gaussian minus uniform, $\delta\mu_2=435.7$ fm⁴ and $\delta\mu_3=2.539\times10^4$ fm⁶. The coefficients are $Z\alpha U''/2=-1.817\times10^{-3}$ eV/fm⁴ and $Z\alpha U'''/6=6.21\times10^{-6}$ eV/fm⁶, so
$$E_{\rm G}-E_{\rm u}\approx-0.79+0.16=-0.63\ \text{eV}.$$
For Fermi minus uniform, $\delta\mu_2=83.5$ fm⁴ and $\delta\mu_3=3.24\times10^3$ fm⁶, with coefficients $-1.703\times10^{-3}$ eV/fm⁴ and $4.68\times10^{-6}$ eV/fm⁶:
$$E_{\rm F}-E_{\rm u}\approx-0.142+0.015=-0.127\ \text{eV}.$$
The eigenvalue differences are −0.68 eV and −0.129 eV. The variance term alone is too large in magnitude by 17% and 10% of these differences. With the $\mu_3$ term the sum falls short by 7% and 1.4%.

For the Gaussian the remainder is −0.05 eV. The midpoint rule is not its source: with the full $U$ it gives −0.6791 eV, against −0.6795 eV from the eigenvalues. The remainder therefore comes from cutting off the expansion of $U$, that is, from details of the shape beyond $\mu_3$. The next two terms, in the fourth and fifth central moments of $r^2$, are about −0.065 and +0.035 eV: they alternate in sign and shrink only slowly.

**Changing the shape at fixed fourth moment.** Consider an artificial Fermi nucleus with $a=1.083$ fm and $c=4.840$ fm, chosen numerically so that both $\langle r^2\rangle$ and $\langle r^4\rangle$ equal those of the Gaussian. Its energy is only 0.035 eV above the Gaussian value, or 5% of the Gaussian–uniform difference. These two profiles, though visibly different, are thus nearly degenerate.

This does not make the sixth moment irrelevant. Matching $\langle r^4\rangle$ also brings $\langle r^6\rangle$ to $1.17\times10^5$ fm⁶, close to the Gaussian's $1.08\times10^5$ fm⁶ and far from the uniform sphere's $0.43\times10^5$ fm⁶. Part of the agreement is due to that. Nor does (6) settle the separate weights of the moments for this pair. The two shapes differ in $\mu_3$ by $9.27\times10^3$ fm⁶, and the coefficient $Z\alpha U'''/6=7.8\times10^{-6}$ eV/fm⁶ of the state belonging to their average charge density turns this into 0.07 eV, twice the computed 0.035 eV. Carrying the expansion further does not help: the terms in the fourth and fifth central moments of $r^2$ are about −0.09 and +0.11 eV and grow in size. For two profiles with such extended tails the expansion of $U$ about $y_0$ is not a usable series at these orders, and the difference must be taken from (5) or from the eigenvalues.

## Comparison of the two

To turn (4) into eV, $S$ is needed. Since $d\langle r^2\rangle=2s\,ds$, $S=\frac s2\,dE/ds$. Solving the uniform nucleus at $s\pm0.01$ fm gives $dE/ds=19.4$ eV/fm, hence $S=2.75\times19.4=53.3$ eV.

| Relative to uniform | Scaling (eV) | Dirac equation (eV) |
|---|---:|---:|
| Gaussian | −0.61 | −0.68 |
| Fermi | −0.12 | −0.13 |

The estimate has the right sign and is low in magnitude by about 10% of the Dirac result. That closeness is partly fortunate. The scale $w\sim Z\alpha/s$ is free within a factor of order one. The central depth of the uniform nucleus is $3Z\alpha/(2R)=1.16\,Z\alpha/s$, and using it would multiply the estimates by 1.35, to −0.82 and −0.16 eV. Those values are too large in magnitude. The estimate keeps the curvature of $U$ at its central value, whereas the positive $U'''$ found at $r=s$ shows the curvature weakening outward. A depth taken too small and a curvature held constant err in opposite directions. Two smaller steps also reduce the estimate: the mass term dropped from $b$ (6%), and the use of the true $S=53.3$ eV where (4) divides by $\frac{2\pi}{3}Z\alpha n_0s^2$, which is 57.3 eV for the uniform nucleus. With the central depth, the mass term and the central density of the uniform nucleus all kept, $-\frac{\pi}{5}Z\alpha n_0b\,\delta\langle r^4\rangle$ is −0.93 and −0.18 eV.

What the scaling argument does give is the structure of the effect in heavy nuclei, where the mass term in $b$ is small: a factor $(Z\alpha)^2$ from the fall of the electron density, a small numerical factor (without the mass term, $1/15$ for the choice $w=Z\alpha/s$ and about $1/11$ with the central depth of the uniform nucleus), and the change of $\langle r^4\rangle/s^4$. Equation (4) stops at $\langle r^4\rangle$ and so leaves out the $\mu_3$ correction, which is 20% of the $\mu_2$ term in magnitude for the Gaussian and 11% for the Fermi shape. Two factors make it larger for the Gaussian: $\delta\mu_3/\delta\mu_2$ is 58 fm² against 39 fm², and the ratio of the coefficients in (6), $|U'''/(3U'')|$, is $3.4\times10^{-3}$ fm⁻² against $2.8\times10^{-3}$ fm⁻².

The differences can also be read as radii. Dividing by $dE/ds$ gives
$$\frac{-0.68}{19.4}=-0.035\ \text{fm},\qquad \frac{-0.129}{19.4}=-0.0066\ \text{fm}.$$
If the nucleus really had the Fermi shape and its 1s energy were interpreted with a uniform sphere, the inferred rms radius would be too small by 0.0066 fm. For a Gaussian nucleus the error would be 0.035 fm. Within this model, a 1s energy thus fixes the rms radius more finely than this only if something is known about the spread of the charge in $r^2$. In a real ion the omitted radiative corrections are far larger than these shape differences and must also be known to that accuracy.
